# The harmonic potential theorem and why adiabatic LDA satisfies it

Two electrons in a spherical parabolic well, pushed by an oscillating uniform force and described by the adiabatic local density approximation, have their centroid at $-1.29424$ bohr after 10 atomic units of time. A single classical particle in the same well under the same force is at $-1.29417$ bohr. Two electrons confined to one dimension, with a different repulsion and no density functional at all, arrive at $-1.29418$ bohr. The electron density also keeps its shape: in the first system, the integrated absolute difference between the density and its rigidly displaced initial form is $7\times10^{-5}$ per electron. Neither the repulsion nor the approximation made for exchange and correlation has left a trace in the motion.

The explanation is a property of the parabola. I use Hartree atomic units, $\hbar=m=e=1$, so that mass and momentum factors do not appear. Let $N$ electrons have the Hamiltonian

$$
H(t)=\sum_i\left[-\tfrac12\nabla_i^2+\tfrac12\,\mathbf r_i\cdot K\mathbf r_i-\mathbf F(t)\cdot\mathbf r_i\right]+\sum_{i<j}w(\mathbf r_i-\mathbf r_j),
$$

where $K$ is a constant, symmetric, positive definite matrix, $\mathbf F(t)$ is the same at every point, and the even function $w$ depends on the separation alone. Let $\Psi_0$ be an eigenstate of the undriven Hamiltonian, $\mathbf F=0$, with energy $E_0$ and density $n_0$. The harmonic potential theorem states that a system starting in $\Psi_0$ at $t=0$ has the density

$$
n(\mathbf r,t)=n_0(\mathbf r-\mathbf X(t)),\qquad \ddot{\mathbf X}=-K\mathbf X+\mathbf F,\qquad \mathbf X(0)=\dot{\mathbf X}(0)=0 .
$$

To prove it, consider first how a one-particle wavefunction looks when it is carried along an arbitrary smooth path $\mathbf X(t)$. Suppose $\psi$ obeys $i\partial_t\psi=-\frac12\nabla^2\psi+v\psi$. Define

$$
\psi'(\mathbf r,t)=e^{i\theta}\,\psi(\mathbf r-\mathbf X,t),\qquad \theta=\dot{\mathbf X}\cdot\mathbf r-S(t),
$$

with $S(t)$ still free. The factor $e^{i\dot{\mathbf X}\cdot\mathbf r}$ gives the displaced packet the momentum that belongs to its velocity. Below, $\psi$ and its derivatives are evaluated at $(\mathbf r-\mathbf X,t)$. The time derivative acts on the phase, on the explicit time and on the displaced position:

$$
i\partial_t\psi'=e^{i\theta}\left[(-\ddot{\mathbf X}\cdot\mathbf r+\dot S)\psi+i\partial_t\psi-i\dot{\mathbf X}\cdot\nabla\psi\right].
$$

The gradient is $\nabla\psi'=e^{i\theta}(\nabla\psi+i\dot{\mathbf X}\psi)$. Taking the divergence and multiplying by $-\frac12$ gives

$$
-\tfrac12\nabla^2\psi'=e^{i\theta}\left[-\tfrac12\nabla^2\psi-i\dot{\mathbf X}\cdot\nabla\psi+\tfrac12\dot{\mathbf X}^2\psi\right].
$$

In the difference of these two lines the terms with $\dot{\mathbf X}\cdot\nabla\psi$ cancel. The combination $i\partial_t\psi+\frac12\nabla^2\psi$ that remains equals $v(\mathbf r-\mathbf X,t)\psi$, by the original equation. Hence $\psi'$ obeys a Schrödinger equation with the potential

$$
v'(\mathbf r,t)=v(\mathbf r-\mathbf X,t)-\ddot{\mathbf X}\cdot\mathbf r+\dot S-\tfrac12\dot{\mathbf X}^2. \tag{1}
$$

The potential has moved with the packet, and a uniform force $\ddot{\mathbf X}$ has been added. That is the force needed to accelerate a unit mass along the path. The last two terms are constant in space and affect the phase alone.

For $N$ particles, displace every coordinate by the same $\mathbf X$ and use the phase $\dot{\mathbf X}\cdot\sum_i\mathbf r_i-NS$. The time derivative then produces $-i\dot{\mathbf X}\cdot\sum_i\nabla_i\Psi$, and the $N$ kinetic terms produce the same sum, so the cancellation occurs particle by particle. Each electron acquires the potential (1). The interaction is unchanged because

$$
w\big((\mathbf r_i-\mathbf X)-(\mathbf r_j-\mathbf X)\big)=w(\mathbf r_i-\mathbf r_j).
$$

The phase and the common displacement are symmetric in the particles, so antisymmetry and spin are unaffected.

Now insert the parabola, $v(\mathbf r)=\frac12\mathbf r\cdot K\mathbf r$. Because $K$ is symmetric, the two cross terms are equal, and (1) becomes

$$
v'=\tfrac12\mathbf r\cdot K\mathbf r-(K\mathbf X+\ddot{\mathbf X})\cdot\mathbf r+\tfrac12\mathbf X\cdot K\mathbf X+\dot S-\tfrac12\dot{\mathbf X}^2 .
$$

Displacing a parabola has produced the original parabola, a uniform force and a constant. This agrees with the driven potential $\frac12\mathbf r\cdot K\mathbf r-\mathbf F\cdot\mathbf r$ if

$$
\ddot{\mathbf X}+K\mathbf X=\mathbf F,\qquad \dot S=\tfrac12\dot{\mathbf X}^2-\tfrac12\mathbf X\cdot K\mathbf X,\qquad S(0)=0.
$$

The first condition is Newton's equation. The second makes $S$ the classical action of the undriven oscillator, evaluated along the driven path. Applying the construction to the stationary solution $\Psi_0e^{-iE_0t}$ gives

$$
\Psi(t)=e^{i\left(\dot{\mathbf X}\cdot\sum_i\mathbf r_i-NS-E_0t\right)}\,\Psi_0(\mathbf r_1-\mathbf X,\ldots,\mathbf r_N-\mathbf X). \tag{2}
$$

It equals $\Psi_0$ at $t=0$ and solves the driven equation, so it is the state of the system. The phase has modulus one, and the density is $n_0(\mathbf r-\mathbf X)$. This proves the theorem. If the initial state is not stationary, the same construction applies to its undriven evolution, and the density is that evolving density displaced by $\mathbf X(t)$.

For the numerical example take $K=\omega^2$ times the unit matrix, with $\omega=0.5$ hartree (13.6 eV), and a force $F_0\sin\Omega t$ along one axis, with $F_0=0.2$ hartree/bohr and $\Omega=0.8$ in atomic units. Inserting $a\sin\Omega t+b\sin\omega t$ into Newton's equation gives $a(\omega^2-\Omega^2)=F_0$, and starting at rest requires $a\Omega+b\omega=0$. Therefore

$$
X(t)=\frac{F_0}{\omega^2-\Omega^2}\left[\sin\Omega t-\frac{\Omega}{\omega}\sin\omega t\right].
$$

At $t=10$ the prefactor is $0.2/(0.25-0.64)=-0.5128$ and the bracket is $0.9894+1.6\times0.9589=2.5236$, so $X=-1.294$ bohr, or $-0.685$ Å.

The one-dimensional calculation tests the whole of (2), phase included. Its electrons repel through $w(x)=1/\sqrt{x^2+1}$, and their ground-state energy is $1.1597$ hartree. At the final time $\dot X=0.1761$ and $S=0.1411$. The predicted phase is therefore $0.1761(x_1+x_2)-0.282-11.597$ radians. The propagated wavefunction, normalized to one, differs from the prediction by a vector of norm $1.3\times10^{-5}$.

The proof also shows what would spoil the result. In one dimension, adding $\beta x^4$ to the well leaves, after displacement, the extra terms

$$
\beta(x-X)^4-\beta x^4=\beta\left(-4x^3X+6x^2X^2-4xX^3+X^4\right).
$$

The cubic and quadratic terms cannot be cancelled by a uniform force or a constant, so (2) is no longer a solution. With $\beta=0.01$ hartree/bohr$^4$ the centroid at $t=10$ is at $-0.776$ bohr. Even after the initial density is moved to that centroid, the integrated absolute difference is about $0.19$ per electron, against $1.2\times10^{-6}$ in the pure parabola. A force that varies in space, or an interaction with objects that do not move along, likewise breaks a step of the proof.

Density functional theory must reproduce this behaviour through its exchange-correlation potential. The rule (1) shows what is required, in any external potential and not just a parabola. Take an interacting system with density $n$ in the potential $v_{\rm ext}$, and the Kohn-Sham system of non-interacting electrons that has the same density in the potential $v_s=v_{\rm ext}+v_H+v_{xc}$. Carry both along the same path, choosing $\dot S=\frac12\dot{\mathbf X}^2$ so that the constant in (1) vanishes. Both now have the density $n'(\mathbf r,t)=n(\mathbf r-\mathbf X,t)$, and their potentials are

$$
v'_{\rm ext}=v_{\rm ext}(\mathbf r-\mathbf X,t)-\ddot{\mathbf X}\cdot\mathbf r,\qquad
v'_s=v_s(\mathbf r-\mathbf X,t)-\ddot{\mathbf X}\cdot\mathbf r .
$$

For given initial states, the density fixes each potential up to a function of time; this is the uniqueness on which time-dependent density functional theory rests, and it is assumed here. So $v'_s$ is the Kohn-Sham potential belonging to $n'$. On subtraction the accelerating terms cancel. The Hartree potential satisfies

$$
v_H[n'](\mathbf r,t)=\int w(\mathbf r-\mathbf r')\,n(\mathbf r'-\mathbf X,t)\,d^3r'=v_H[n](\mathbf r-\mathbf X,t),
$$

as the substitution $\mathbf r'\to\mathbf r'+\mathbf X$ shows. What remains is the condition

$$
v_{xc}[n'](\mathbf r,t)=v_{xc}[n](\mathbf r-\mathbf X(t),t)+c(t). \tag{3}
$$

The exchange-correlation potential must ride with the density, even when the motion is accelerated. The initial states must be transformed alike. For a path that starts at the origin and at rest they are unchanged.

Adiabatic LDA sets $v_{xc}(\mathbf r,t)=v_{xc}^{\rm LDA}(n(\mathbf r,t))$, where $v_{xc}^{\rm LDA}(n)$ is the potential of a uniform electron gas in its ground state at density $n$. For the displaced density,

$$
v_{xc}^{\rm LDA}(n'(\mathbf r,t))=v_{xc}^{\rm LDA}(n(\mathbf r-\mathbf X,t)),
$$

which is (3) with $c=0$. No velocity or earlier density enters, so the approximation has no means of noticing the acceleration.

The driven Kohn-Sham equations are nonlinear, so it must still be shown that they have the rigidly moving solution. Let the LDA ground state have orbitals $\varphi_j$, energies $\varepsilon_j$ and density $n_0^{\rm LDA}$, and write $v_{Hxc}^0$ for its Hartree plus exchange-correlation potential:

$$
\left[-\tfrac12\nabla^2+\tfrac12\mathbf r\cdot K\mathbf r+v_{Hxc}^0(\mathbf r)\right]\varphi_j=\varepsilon_j\varphi_j .
$$

Try the orbitals

$$
\varphi_j(\mathbf r,t)=e^{i(\dot{\mathbf X}\cdot\mathbf r-S-\varepsilon_jt)}\,\varphi_j(\mathbf r-\mathbf X), \tag{4}
$$

with the $\mathbf X$ and $S$ of the theorem. By (1) and the expansion of the parabola, they solve a Schrödinger equation with the potential

$$
\tfrac12\mathbf r\cdot K\mathbf r-\mathbf F\cdot\mathbf r+v_{Hxc}^0(\mathbf r-\mathbf X).
$$

Their density is $n_0^{\rm LDA}(\mathbf r-\mathbf X)$. The Hartree and adiabatic LDA potentials computed from that density are together $v_{Hxc}^0(\mathbf r-\mathbf X)$, the very term in the equation the orbitals solve. The trial orbitals are therefore self-consistent. They also have the correct initial values. Assuming that the Kohn-Sham initial-value problem has a unique solution, they are that solution, and adiabatic LDA satisfies the harmonic potential theorem.

The argument used the translation rule and not the accuracy of the functional. Setting $v_{xc}=0$ would pass as well. The density that moves rigidly is the approximation's own, as a case with a known exact ground state makes visible. For two Coulomb electrons in the isotropic well with $\omega=\frac12$ (Hooke's atom), put $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. The Hamiltonian separates into

$$
\left[-\tfrac14\nabla_R^2+\tfrac14R^2\right]+\left[-\nabla_r^2+\tfrac1{16}r^2+\tfrac1r\right].
$$

The first bracket has the ground state $e^{-R^2/2}$, because $-\frac14(R^2-3)+\frac14R^2=\frac34$. For the second, try $u=Pg$ with $P=1+r/2$ and $g=e^{-r^2/8}$. Here $\nabla^2P=1/r$, $2P'g'=-\frac r4g$ and $\nabla^2g=(\frac{r^2}{16}-\frac34)g$, so

$$
\left[-\nabla^2+\tfrac{r^2}{16}+\tfrac1r\right]u=g\left[-\tfrac1r+\tfrac r4+\tfrac34P+\tfrac1r+\tfrac12\right]=\tfrac54\,u .
$$

Both factors are free of nodes, so this is the ground state, with total energy $\frac34+\frac54=2$ hartree. Quadrature of its square gives a central density of $0.0893$ bohr$^{-3}$ and a mean square radius of $3.553$ bohr$^2$. LDA, with Slater exchange and Perdew-Wang correlation, gives $0.0868$ and $3.600$. Its density is 2.9% too low at the centre and its mean square radius 1.3% too large, relative to the exact values. Adiabatic LDA then transports this slightly wrong density along the right path.

In the driven calculation for this system, both electrons occupy one orbital with $\varepsilon=1.4449$ hartree. At $t=10$ the normalized orbital differs from (4) by a vector of norm $8.9\times10^{-5}$. At the five sampled times the centroid stays within $6.7\times10^{-5}$ bohr of the classical path. Since the proof leaves no room for a deviation, these remainders measure the numerical propagation.

For small displacements, (3) becomes a condition on the exchange-correlation kernel $f_{xc}$, which gives the change of $v_{xc}$ caused by a change of density at frequency $\omega'$. Moving a ground-state density by a small $\mathbf X(t)$ changes it by $\delta n=-\mathbf X\cdot\nabla n_0$, and (3) demands $\delta v_{xc}=-\mathbf X\cdot\nabla v_{xc}$, up to a constant in space. Since the path is arbitrary, its Fourier amplitude cancels at each frequency:

$$
\int f_{xc}(\mathbf r,\mathbf r',\omega')\,\nabla'n_0(\mathbf r')\,d^3r'=\nabla v_{xc}(\mathbf r)+\mathbf c(\omega'). \tag{5}
$$

The right side depends on frequency at most through the constant vector $\mathbf c$. In adiabatic LDA the kernel is $\delta(\mathbf r-\mathbf r')\,dv_{xc}^{\rm LDA}/dn$, and (5) with $\mathbf c=0$ is the chain rule.

Suppose one tries to improve on this with a kernel that is still local but depends on frequency, $f(n_0(\mathbf r),\omega')\,\delta(\mathbf r-\mathbf r')$, while keeping the LDA ground state. Then (5) reads

$$
\left[f(n_0,\omega')-\frac{dv_{xc}^{\rm LDA}}{dn}\right]\nabla n_0=\mathbf c(\omega').
$$

At the maximum of a smooth density the gradient vanishes, so for finite $f$ the constant is zero. Wherever the gradient is not zero, the bracket must then vanish, and the frequency dependence is gone. Memory is compatible with the theorem only if it is not of this local form.

A deliberately faulty potential shows the physical reason. Let $v_{xc}(\mathbf r,t)=v_{xc}^{\rm LDA}(n(\mathbf r,t-\tau))$. It remembers the density at a fixed point of the laboratory, although the electrons have since moved on. Its static limit is LDA, but for a time dependence $e^{-i\omega't}$ its kernel carries the factor $e^{i\omega'\tau}$, which (5) forbids in general.

The resulting error can be calculated as a force. Without delay, the net exchange-correlation force vanishes for any confined density, because

$$
n\,\partial_z v_{xc}^{\rm LDA}(n)=n\frac{dv_{xc}^{\rm LDA}}{dn}\,\partial_zn=\partial_zQ(n),\qquad \frac{dQ}{dn}=n\frac{dv_{xc}^{\rm LDA}}{dn},
$$

and the integral of a derivative vanishes when the density does so at infinity. With the delay, suppose that the density has moved rigidly by $D$ along $z$ since the time that the potential remembers. To first order in $D$ the density is $n_0-D\,\partial_zn_0$ relative to the old position, and the net force is

$$
-\int(n_0-D\,\partial_zn_0)\,\partial_zv_{xc}^{\rm LDA}(n_0)\,d^3r=\kappa D,\qquad
\kappa=\int\frac{dv_{xc}^{\rm LDA}}{dn}(\partial_zn_0)^2\,d^3r .
$$

The first term vanished by the preceding result. For Hooke's atom $\kappa=-0.130$ hartree/bohr$^2$. With $D=0.05$ bohr, direct integration gives $-0.006495$ hartree/bohr, and $\kappa D$ agrees with it to better than 0.2%. The negative sign means that the electrons are pulled back towards the well they dug earlier.

For motion that changes little during the time $\tau$, $D\approx\tau\dot X$. As long as the density remains nearly rigid, the force per electron is $\kappa\tau\dot X/N$, which for $\tau=1$ is about $-0.065\,\dot X$. This is friction, in a system that has nothing to rub against. The driven example is not slow in this sense, since $\Omega\tau=0.8$, so this coefficient indicates the kind of error and is not a prediction of its size. In the full calculation with this delay, the centroid compares with the classical path as follows, in bohr (the last digit of the two propagated columns is uncertain by about one unit, since a finer discretization moves them by up to $10^{-4}$ bohr):

| $t$ | classical | adiabatic LDA | delayed |
|---|---|---|---|
| 4 | 0.7760 | 0.7760 | 0.7376 |
| 6 | 0.6266 | 0.6267 | 0.5380 |
| 8 | −0.6807 | −0.6808 | −0.6798 |
| 10 | −1.2942 | −1.2942 | −1.0803 |

At $t=10$ the delayed centroid has fallen short by $0.214$ bohr, 17% of the classical displacement. Its near agreement at $t=8$ is a crossing: the deviation is negative at $t=6$ and positive at $t=10$. The density gives the fault away even there, since its integrated difference from the rigidly displaced form is $0.020$ per electron, while in adiabatic LDA it is below $10^{-4}$, the level of the numerical error.

A memory that satisfies (3) cannot be tied to a fixed point in space. It may, for example, be carried along with the moving density, or refer to a quantity that a displacement leaves unchanged, such as $\int n^2\,d^3r$ at an earlier time. Adiabatic LDA meets the condition in a simpler way, by having no memory. Its success here is therefore no evidence that it describes other motions well, in particular those that compress or deform the density. Condition (5) fixes only the action of the kernel on $\nabla n_0$. For a kernel symmetric in $\mathbf r$ and $\mathbf r'$ this also fixes the net exchange-correlation force produced by a deformation, but it leaves open the rest of the frequency dependence that adiabatic LDA omits.

## Computed results

```
INPUTS (atomic units; time unit hbar/hartree)
well quantum omega = 0.5 hartree = 13.606 eV
force amplitude = 0.2 hartree/bohr
drive frequency = 0.8 hartree/hbar
final time = 10.0 hbar/hartree
X(final) = -1.29417 bohr = -0.6848 angstrom
X'(final) = 0.17607 atomic units of velocity
S(final) = 0.14106 hbar
frame rule, largest error = 4.7e-16 hartree
TWO INTERACTING ELECTRONS, 1D, SOFT COULOMB
ground-state energy = 1.15973 hartree
centroid at final time = -1.29418 bohr
norm of wavefunction error = 1.3e-05
deformation = integral |n - n0 moved to centroid| / N
deformation, parabolic well = 1.2e-06
quartic coefficient = 0.01 hartree/bohr^4
centroid, quartic added = -0.7759 bohr
deformation, quartic added = 0.1936
HOOKE'S ATOM, 3D, LDA GROUND STATE
grid: 32^3 points, spacing 0.6 bohr, time step 0.04
LDA orbital energy = 1.4449 hartree
exact total energy = 2.0000 hartree
n(0): LDA 0.08675, exact 0.08932 bohr^-3
<r^2>: LDA 3.6003, exact 3.5526 bohr^2
XC POTENTIAL CONDITIONS
translation rule error, v_xc = 4.5e-06 hartree
translation rule error, Hartree = 4.4e-16 hartree
response rule error = 2.1e-05 hartree/bohr
net xc force, lopsided n = 2.1e-10 hartree/bohr
integral of |n dv_xc/dz| = 0.0810 hartree/bohr
kappa = -0.13007 hartree/bohr^2
lag D = 0.05 bohr: force = -0.006495 hartree/bohr
kappa * D = -0.006504 hartree/bohr
DRIVEN MOTION, delay tau = 1.0 hbar/hartree
mismatch = integral |n - n0(r-X)| / N
time | X, ALDA, delayed centroid (bohr)
 2.0 |   0.17784   0.17778   0.17541
 4.0 |   0.77603   0.77603   0.73755
 6.0 |   0.62664   0.62668   0.53795
 8.0 |  -0.68073  -0.68079  -0.67979
10.0 |  -1.29417  -1.29424  -1.08030
time | mismatch ALDA, delayed
 2.0 | 5.1e-05 0.0024
 4.0 | 4.9e-05 0.0313
 6.0 | 3.4e-05 0.0609
 8.0 | 5.5e-05 0.0204
10.0 | 7.1e-05 0.1518
norm of ALDA orbital error = 8.9e-05
largest centroid error, ALDA = 6.7e-05 bohr
largest centroid error, delayed = 0.2139 bohr
```
